Most probable detachment force of a single bond under steady loading, part 2

A colloidal silica particle is held near an oxidised wafer in water by one bridging polymer chain. A soft probe pulls until the chain's weakest attachment, the bond, breaks. The force on the bond is F = r t, positive when pulling it apart, with constant loading rate r in pN/s. The most probable force F* is where p(F), the detachment probability density per unit force, has its maximum.

The bond has extension s and energy U(s) without load, U_F(s) = U(s) − F s under load. The well lies at s_w and the barrier top at s_b. The barrier height is ΔG(F), or ΔG at zero force; x is the zero-force distance from well to barrier top, kT the thermal energy and D the diffusion constant. With ℓ_w and ℓ_b the widths of well and barrier and ν the attempt rate, the detachment rate k(F) follows from

dΔG/dF = −x(F), x(F) = s_b − s_w. (3)

k(F) = D / [∫_well exp(−U_F/kT) ds · ∫_barrier exp(U_F/kT) ds]. (4)

k(F) = ν exp[−ΔG(F)/kT], ν = D/(ℓ_w ℓ_b). (5)

Bell's model keeps x and ν constant:

k(F) = k0 exp(F/f), k0 = ν exp(−ΔG/kT), f = kT/x. (6)

The first derivation finds the maximum of p(F) from a local balance:

d ln k/dF = k(F)/r. (10)

With Bell's rate, F* = f ln(r/r0) for r > r0, where r0 = k0 f.

The second gives each bond a random threshold ε, the accumulated hazard (time integral of k) at which it breaks:

Prob(ε > h) = exp(−h), density exp(−ε) for ε ≥ 0. (19)

ε = a [exp(F/f) − 1], a = r0/r, (20)

F = f ln(1 + ε/a). (21)

For a < 1 the maximum lies at ε* = 1 − a, giving the same F*.

The example has T = 298.15 K, kT = 4.1164 pN nm, x = 0.30 nm, k0 = 0.10 /s, ν = 1 × 10⁸ /s, f = 13.72 pN and r0 = 1.372 pN/s. Its main case has r = 10⁴ pN/s and F* = 122 pN.

### The whole distribution moves

For r > r0, write 1 + ε/a = (ε + a)/a in (21):

F = F* + f ln(ε + a). (24)

When r is much larger than r0, a is small and F is close to F* + f ln ε. The second term does not contain the loading rate. A faster ramp then moves the whole distribution to higher force without changing its shape.

The median follows by setting ε = ln 2 in (21):

F_median = f ln[1 + (r/r0) ln 2]. (25)

For the mean, average (24) with the weight exp(−ε) and integrate by parts:

∫₀^∞ ln(ε + a) exp(−ε) dε = ln a + ∫₀^∞ exp(−ε)/(ε + a) dε.

The substitution y = ε + a turns the last integral into exp(a) E1(a), where E1(a) = ∫_a^∞ exp(−y)/y dy is the exponential integral. Since F* = −f ln a, the logarithms cancel:

F_mean = f exp(a) E1(a). (26)

The limits at high loading rate need the mean and variance of ln ε. The average of exp(z ln ε) = ε^z is the gamma function Γ(1 + z), so derivatives of ln Γ(1 + z) at z = 0 give the mean and then the variance. The product formula for the gamma function gives

ln Γ(1 + z) = −γ z + Σ [z/n − ln(1 + z/n)], n = 1, 2, 3, …,

where γ = 0.5772 is Euler's constant. The first derivative at zero is −γ. The second is Σ 1/n² = π²/6. Hence, for r much larger than r0,

F_mean → F* − γ f, standard deviation → π f/√6. (27)

In the main case the median is 117 pN and the mean 114 pN, against a maximum at 122 pN. The limiting formula gives 122.0 − 0.577 × 13.72 = 114.1 pN for the mean. The standard deviation is 17.5 pN, and its high-rate limit is 17.6 pN. One measured force is therefore a poor estimate of F*.

At 10² pN/s the standard deviation is smaller, 15.9 pN. Equation (24) explains the sign of this difference. The slope of ln(ε + a) with respect to ln ε is ε/(ε + a), which is less than one. Any two values are therefore closer together after a is added than before, and the variance is reduced. Physically, no detachment can occur below zero force, which shortens the lower tail.

### What each derivation assumes

Both derivations assume one bond, a hazard fixed by the present force, no rebinding, and a ramp with constant r. Both use Bell's exponential rate to arrive at F* = f ln(r/r0), but they use it in different places. The formula by itself does not prove that the rate is Bell's. By (10), a rate that levels off, 1/k = C + exp(−F/f)/k0 with a constant C > 0, gives the same F* for r > r0 = k0 f, where k0 is then only a parameter.

The first needs only the rate k and the slope of ln k at the force in question. It does not require the survival probability in closed form, and its condition d ln k/dF = k/r holds at an interior maximum for any smooth rate. It is the better starting point when Bell's rate is replaced by another. By itself it gives no mean, median or width.

The second needs the accumulated hazard from the start of the ramp. The exponential law (19) holds for other rates as well, provided the accumulated hazard grows without bound, but the closed form (21) requires an integral that can be inverted. In return, one line yields the whole distribution and shows why it shifts.

A ramp that starts at a force F0 between zero and F* brings out the difference. The local balance at F* is unchanged, so the first derivation gives the same maximum at once. In the second, a exp(F/f) − a exp(F0/f) replaces the right side of (20). The maximum moves to ε* = 1 − a exp(F0/f), and converting this back to force gives the same F*. The mean and median do change, because detachments below F0 are now absent.

### A barrier that narrows under load

The first derivation can now test the assumption of constant x. Consider the smooth energy

U(s) = ΔG [3u/2 − 2u³], u = s/x. (28)

Without load its extrema lie at u = −1/2 and u = +1/2, a distance x apart, and their energies differ by ΔG. Under load the condition U′ = F reads 3ΔG/2 − 6ΔG u² = F x. Thus

u = ±q/2, q = √[1 − 2F x/(3ΔG)], x(F) = q x. (29)

Integrating dΔG/dF = −q x from zero force gives ΔG(F) = ΔG q³, as differentiation confirms. The curvature at either extremum has magnitude 12ΔG|u|/x², which is proportional to q. Each width in the attempt rate varies as the inverse square root of the curvature, so ν is proportional to q. For a barrier still many kT high,

ln k(F) = ln k0 + ln q + (ΔG/kT)(1 − q³).

The slope of the last term is q x/kT. The slope of ln q is smaller by the factor kT/[3ΔG(F)] and is neglected. The balance condition then reads k(F*) = r q x/kT. After taking logarithms, ln q cancels from both sides:

(ΔG/kT)(1 − q³) = ln(r/r0).

Solving for q and then for F,

F* ≈ (3ΔG/2x) {1 − [1 − (kT/ΔG) ln(r/r0)]^(2/3)}. (30)

For a barrier much larger than kT ln(r/r0), expansion of the power returns Bell's result. In the example the attempt rate ν = 1 × 10⁸ /s and k0 = 0.10 /s give ΔG = kT ln(ν/k0) = 20.72 kT, or 0.532 eV, and

F* ≈ 1.5 × 20.72 × 13.72 pN × [1 − (1 − 8.894/20.72)^(2/3)] = 133 pN.

Numerical maximisation with the two-integral rate (4) gives 132.7 pN, which is 10.7 pN above Bell's value for the same k0, x and r. The excess is 2.0 pN at 10² pN/s and 18.5 pN at 10⁵ pN/s. The rate formula was itself compared with the mean escape time of a random walk on a fine lattice. For the energy (28) with a barrier of 10 kT, at zero force and at 40 pN, the two rates agreed within 2 per cent.

The attempt rate is an assumed value. With the curvature of (28) it corresponds to D ≈ 4.5 × 10⁻¹³ m²/s, several hundred to a thousand times less than for a group of nanometre size moving freely in water. It therefore supposes strong additional friction. An attempt rate of 10¹¹ /s with the same k0 would give ΔG = 27.6 kT, and (30) would then give about 130 pN instead of 133 pN.

This affects the reading of data. With Bell's rate, the slope of F* against ln r is kT/x, and the line reaches zero at r0 = k0 kT/x. The two together give x and k0. With the narrowing barrier the local slope is about kT/(q x), which is steeper. A straight line through the four computed maxima gives x = 0.256 nm and k0 = 0.152 /s, where the energy was built with 0.30 nm and 0.10 /s. A nearly straight plot thus does not guarantee unbiased parameters.

### Probe stiffness and rebinding

A real ramp is applied through a spring. Let K be the total stiffness of probe and chain, treated as constant, and let F = K X be the nominal force for an anchor displacement X. When the bond extends by s − s_w, the spring energy is

K[X − (s − s_w)]²/2 = K X²/2 − F(s − s_w) + K(s − s_w)²/2.

The first term is common to the well and the barrier top. The second is the usual tilt. The third raises the barrier by K x²/2 when x is fixed, so that

ΔG(F) = ΔG − (F − K x/2) x.

The nominal force must therefore be larger by K x/2. With K = 10 pN/nm this is 10 × 0.30/2 = 1.5 pN. The numerical shift for the narrowing barrier is also 1.50 pN. Since r is K times the probe speed, the main loading rate corresponds to 1000 nm/s.

The spring also decides whether a broken bond can form again. With the spring loaded and the bond intact, the energy is F²/(2K) − ΔG; with the bond broken and the spring relaxed, take it as zero. This supposes that the binding energy equals ΔG and neglects entropy differences. Detailed balance then gives

(rebinding rate)/(detachment rate) = exp{[ΔG − F²/(2K)]/kT}. (31)

The two rates are equal at F = √(2KΔG) = 41.3 pN. In the main case F* lies far above this force, and including rebinding leaves the maximum at 122.0 pN. At 10 pN/s Bell's formula gives 27.3 pN, whereas the maximum of the net loss of intact bonds lies at 42.6 pN. Under these assumptions the logarithmic law fails at loading rates well above r0 = 1.37 pN/s: the deviation is still about 2 pN at 30 pN/s and falls to 0.1 pN at 50 pN/s.

### The real particle

Besides the chain, van der Waals attraction holds the particle. Electric forces between the charged surfaces also act in water. They are left out of the numbers below, but they need not be small: for a sphere of 25 nm radius at a gap of 3 nm, with surface potentials of 20 to 60 mV and 1 to 100 mM of salt, the double-layer repulsion is roughly 4 to 60 pN. Such a repulsion preloads the chain, like the starting force F0 above, and lowers the probe force at detachment by about its own size. For a pair energy −C/d⁶ and a wall of atomic density ρ, integration over the wall gives an atom at height h the energy −πCρ/(6h³), and hence an attraction πCρ/(2h⁴). A sphere of radius R at gap z has slices of area π(h − z)(z + 2R − h). With the Hamaker constant A = π²Cρρ′, where ρ′ is the atomic density of the sphere,

F_vdW = (A/2) ∫ (h − z)(z + 2R − h)/h⁴ dh = 2A R³/[3z²(z + 2R)²],

the integral running from z to z + 2R. This assumes pairwise addition without retardation. For R = 25 nm and a rough A = 5 × 10⁻²¹ J, the attraction is 2.1 pN at a gap of 3 nm, a small addition to the probe force. At 0.4 nm it is 128 pN, as large as F* itself. The single-bond formula therefore needs a particle held clear of the wafer.

Temperature matters more than this attraction at the 3 nm gap. At 333.15 K, with ν, ΔG, x and r held fixed, k0 rises to 0.88 /s and F* falls to 101 pN. In overdamped motion ν is inversely proportional to the friction; if the friction falls as the viscosity of water does, by a factor of about 1.9, F* falls to about 91 pN. If the chain's compliance halves the local loading rate, F* falls by f ln 2 = 9.5 pN. With a probe of 10 pN/nm this needs a chain stretched to some 100 nm or more. A flexible chain that spans only 3 nm at 122 pN has a stiffness of several hundred pN/nm and lowers F* by less than 0.5 pN.

The parameters are rough but plausible for a soft probe pulling on one weak attachment. A real slurry particle may, however, be held by more than one chain. Suppose two identical chains share the load equally. The hazard for the first break is 2k0 exp[F/(2f)], and the general balance condition gives

1/(2f) = (2k0/r) exp[F/(2f)],

F = 2f ln[r/(4r0)] = 206 pN.

Suppose that the broken chain does not reattach and that the remaining chain takes up the whole force at once. Its Bell rate is about 3 × 10⁵ /s, so it lasts some 3 µs, during which the ramp adds only about 0.03 pN. In water, viscous drag on the particle and probe delays this transfer of load, by a time that can be comparable with 3 µs or longer, and the second break then comes somewhat later. In this model a second chain raises the most probable force from 122 to about 206 pN, more than any of the other corrections found at the 3 nm gap. For very short chains the neglect of rebinding is doubtful, since the particle is still held near the wafer. Detailed balance for freely jointed chains of four or five segments of 0.7 nm raises the value to between about 215 and 240 pN, whereas for seven or more segments it stays at 206 pN.

A rinse that exerts a steady drag poses a different question, since F is then constant and there is no ramp. Bell's mean lifetime is 1/k(F). At a steady tension of 50 pN it is about 0.26 s, although 50 pN is far below the 122 pN found in the ramp. This force illustrates the role of time and is not typical of a rinse. A drag of 50 pN on a sphere of 25 nm radius at the wall would need a shear rate near 3 × 10⁶ /s in water. Drag also acts along the wafer, so the tension it causes in the chain depends on the geometry. A detachment force can be used to judge a cleaning step only together with the loading rate at which it was measured and the time for which the cleaning force acts. Most of the computed values are collected in the numerical output that follows; the two-chain force and the lifetimes in this section follow directly from the formulas given.

Table of computed values

```
Temperature: 298.15 K
Barrier distance x: 0.30 nm
Zero-force rate k0: 0.10 1/s
Zero-force mean lifetime: 10.0 s
Attempt rate: 1.0e+08 1/s
Total stiffness: 10.0 pN/nm
Thermal energy kT: 4.1164 pN nm
Force scale f: 13.721 pN
Threshold loading rate r0: 1.3721 pN/s
Barrier height: 20.72 kT = 0.532 eV
Force gain per decade of rate: 31.59 pN
Rate 1e+02 pN/s: mode 58.85, mean 51.82, std 15.90 pN
Rate 1e+03 pN/s: mode 90.44, mean 82.65, std 17.24 pN
Rate 1e+04 pN/s: mode 122.04, mean 114.13, std 17.53 pN
Rate 1e+05 pN/s: mode 153.63, mean 145.71, std 17.59 pN
High-rate limit of std: 17.60 pN
Main loading rate: 1e+04 pN/s
Main case, r/r0: 7287.9
Main case, ln(r/r0): 8.8940
Main case, most probable force: 122.04 pN
Main case, median force: 117.01 pN
Main case, time to reach F*: 12.20 ms
Main case, detachment rate at F*: 728.8 1/s
Main case, survival at F*: 0.3679
Main case, peak density: 0.02681 1/pN
Main case, probe speed: 1000 nm/s
Narrowing barrier, rate 1e+02 pN/s: mode 60.83 pN, excess 1.98 pN
Narrowing barrier, rate 1e+03 pN/s: mode 95.79 pN, excess 5.35 pN
Narrowing barrier, rate 1e+04 pN/s: mode 132.70 pN, excess 10.67 pN
Narrowing barrier, rate 1e+05 pN/s: mode 172.10 pN, excess 18.47 pN
Fit to narrowing barrier, apparent x: 0.256 nm
Fit to narrowing barrier, apparent k0: 0.152 1/s
Shift by probe stiffness: 1.50 pN
Rebinding balance force: 41.31 pN
Mode with rebinding, main rate: 122.03 pN
Mode with rebinding, 10 pN/s: 42.63 pN
Mode without rebinding, 10 pN/s: 27.25 pN
Particle radius: 25 nm
Hamaker constant: 5.0e-21 J
Van der Waals pull at 3.0 nm: 2.06 pN
Van der Waals pull at 0.4 nm: 128.1 pN
Warm bath temperature: 333.15 K
Warm bath, zero-force rate: 0.882 1/s
Warm bath, most probable force: 101.28 pN
Shift if local loading rate is halved: -9.51 pN
```
